# Optimal transport distributions for zT: delta at fixed area, boxcar when bounded, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From one level to the fixed-area theorem and two bounded cases

### 1. Definitions and conventions

Carriers of charge \(-e\), with \(e>0\), move along \(z\) in a homogeneous conductor at temperature \(T\) and electrochemical potential \(\mu\). The energy \(E\) is the total one-particle energy, electrostatic part included. The reduced energy, the Fermi function and the thermal window are

\[ x=\frac{E-\mu}{kT},\qquad f=\frac{1}{e^{x}+1},\qquad D(x)=-\frac{df}{dx}=\frac{e^x}{(1+e^x)^2}=\frac{1}{4\cosh^2(x/2)} . \]

The window is positive and even, and \(D\le e^{-|x|}\) because \(D=e^{-|x|}/(1+e^{-|x|})^2\). Differentiating \(\ln D=-2\ln\cosh(x/2)-\ln4\) twice gives

\[ (\ln D)'=-\tanh(x/2),\qquad (\ln D)''=-\frac{1}{2\cosh^2(x/2)}=-2D . \tag{1} \]

The transport distribution of states \(k\) with energy \(\epsilon_k\), velocity \(v_k\) along \(z\) and relaxation time \(\tau_k\) in a volume \(V\) is

\[ \Sigma(E)=\frac1V\sum_k v_k^2\tau_k\,\delta(E-\epsilon_k)\ \ge 0 . \]

The product \(e^2\Sigma\) has the dimension of a conductivity. With a fixed conductivity scale \(\sigma_0\), the dimensionless distribution \(s\), its moments and the reduced lattice conductivity are

\[ e^2\Sigma=\sigma_0\,s(x),\qquad I_n=\int s(x)\,x^nD(x)\,dx,\qquad K=\frac{\kappa_l}{(k/e)^2T\sigma_0}. \]

Three assumptions hold throughout. Transport is in linear response and is described by one function \(\Sigma(E)\), as in the relaxation-time approximation. The lattice thermal conductivity \(\kappa_l\) is positive and does not change when \(s\) is varied. The distribution is not identically zero, so \(I_0>0\). Since \(x\) is measured from \(\mu\), a shift of \(s\) is a shift of \(\mu\), and the optimization over \(s\) includes the optimization over \(\mu\). The derivations use reduced units. The numerical example uses SI units, in which conductivities and thermopowers have convenient sizes.

### 2. Transport coefficients

The local equilibrium \(f\) depends on \(z\) through \(E=\epsilon+U(z)\), \(\mu(z)\) and \(T(z)\). The drift operator \(v\partial_z+F\partial_p\) with \(F=-U'\) gives \(vU'+Fv=0\) when it acts on \(E\), so what remains is \(v\,\partial_zf\) at fixed \(E\). The stationary Boltzmann equation \(v\partial_zf=-\delta f/\tau\) gives \(\delta f=-\tau v\,\partial_zf\). The particle current is the sum of \(v\,\delta f/V\), and the heat current carries the extra factor \(E-\mu=kTx\). From the definition of \(x\),

\[ \partial_zf=-D\,\partial_zx,\qquad \partial_zx=-\frac{\partial_z\mu+kx\,\partial_zT}{kT}. \]

Inserting this, with \(dE=kT\,dx\), yields

\[ j_N=-\frac{\sigma_0}{e^2}\left[I_0\partial_z\mu+I_1k\,\partial_zT\right],\qquad j_Q=-\frac{\sigma_0kT}{e^2}\left[I_1\partial_z\mu+I_2k\,\partial_zT\right]. \tag{2} \]

The effective field \(\mathcal E\) is defined by \(-e\mathcal E=-\partial_z\mu\). The charge current is \(J=-ej_N=\sigma_0[I_0\mathcal E+(k/e)I_1\partial_zT]\), and comparison with \(J=\sigma(\mathcal E-S\partial_zT)\) gives \(\sigma\) and \(S\). At \(J=0\) one has \(\partial_z\mu=-(I_1/I_0)k\,\partial_zT\), and putting this into \(j_Q=-\kappa_e\partial_zT\) gives \(\kappa_e\):

\[ \sigma=\sigma_0I_0,\qquad S=-\frac ke\frac{I_1}{I_0},\qquad \kappa_e=\left(\frac ke\right)^2T\sigma_0\left(I_2-\frac{I_1^2}{I_0}\right). \tag{3} \]

Weight above \(\mu\) gives \(I_1>0\) and \(S<0\), the n-type sign. In \(zT=\sigma S^2T/(\kappa_e+\kappa_l)\) the factor \((k/e)^2T\sigma_0\) cancels:

\[ zT=\frac{I_1^2/I_0}{I_2-I_1^2/I_0+K}=\frac{r^2}{1-r^2},\qquad r=\frac{|I_1|}{\sqrt{I_0(I_2+K)}} . \tag{4} \]

The second form follows on dividing numerator and denominator by \(I_2+K\). The mirror map \(s(x)\to s(-x)\) changes the sign of \(I_1\) alone and leaves \(zT\) unchanged.

### 3. What zT measures

Take a leg of length \(\ell_z\) with a small temperature drop \(\Delta T\) from \(z=0\) to \(z=\ell_z\), and let \(\mu\) rise by \(\nu k\Delta T\) toward the cold end; the number \(\nu\) is set by the load. Then \(\partial_zT=-\Delta T/\ell_z\) and \(\partial_z\mu=\nu k\Delta T/\ell_z\). Each carrier delivers the work \(\nu k\Delta T\). With \(C=\sigma_0(k/e)^2\Delta T/\ell_z\), Eq. (2) gives the power and the heat input per area, lattice part included:

\[ P=C\,\Delta T\,\nu\,(I_1-\nu I_0),\qquad Q=C\,T\,(I_2-\nu I_1+K). \tag{5} \]

The power is of second order in \(\Delta T\), so to leading order the heat current is the same at both ends. Let \(I_1>0\), \(\nu=yI_1/I_0\) and \(\eta_C=\Delta T/T\). Then \(\nu(I_1-\nu I_0)=(I_1^2/I_0)\,y(1-y)\) and \(I_2+K-\nu I_1=(I_2+K)(1-r^2y)\), so

\[ \frac{\eta}{\eta_C}=\frac{r^2y(1-y)}{1-r^2y}. \]

The numerator of the \(y\) derivative is proportional to \((1-2y)(1-r^2y)+r^2y(1-y)=1-2y+r^2y^2\). With \(p=\sqrt{1-r^2}\) its roots are \((1\mp p)/r^2=1/(1\pm p)\), and \(y=1/(1+p)\) is the one in \((0,1)\). The efficiency vanishes at \(y=0\) and \(y=1\) and is positive between, so this root is the maximum. There \(r^2y=1-p\) and \(1-y=p/(1+p)\), which gives

\[ \frac{\eta_{\max}}{\eta_C}=\frac{1-p}{1+p},\qquad \nu=\frac{I_1/I_0}{1+p},\qquad p=\frac{1}{\sqrt{1+zT}} . \tag{6} \]

The last relation is \(1+zT=1/(1-r^2)\). For small \(\Delta T\), maximizing \(r\), \(zT\) or the best efficiency is one problem. In the limit \(r\to1\) the efficiency tends to the Carnot value. The power itself is largest at \(y=1/2\), where \(P=C\Delta T\,I_1^2/4I_0\); the combination \(I_1^2/I_0\) is the reduced power factor \(\sigma S^2/[\sigma_0(k/e)^2]\).

### 4. One level

The simplest distribution is \(s=a\,\delta(x-y)\). Its moments are \(I_n=a\,y^nD(y)\), so \(I_1^2/I_0=ay^2D(y)=I_2\) and \(\kappa_e=0\). All carriers have the same energy, and the condition of zero particle current removes the electronic heat current with it. Equation (4) becomes

\[ zT=\frac{a\,g(y)}{K},\qquad g(x)=x^2D(x). \]

For \(x>0\), Eq. (1) gives \((\ln g)'=2/x-\tanh(x/2)=[2-x\tanh(x/2)]/x\). The product \(x\tanh(x/2)\) rises strictly from \(0\) to \(\infty\), so \(g\) rises up to the single positive root \(b\) of

\[ b\tanh(b/2)=2 \tag{7} \]

and falls beyond it. Since \(g\) is even, its maximum is reached at \(\pm b\) and nowhere else. A bracketing root search gives \(b=2.3994\), \(D(b)=0.07630\) and \(g(b)=0.4392\).

Limit. For \(K\to0\) the value \(ag(y)/K\) diverges for every \(y\ne0\), and Eq. (6) gives the Carnot efficiency. Without a lattice leak no position is preferred, which is the reason for the assumption \(K>0\). For \(a\to\infty\) at fixed \(K\) the value also diverges, so without a constraint on the size of \(s\) there is no maximum.

### 5. Two levels

Let \(s=a_1\delta(x-y_1)+a_2\delta(x-y_2)\) and \(m_i=a_iD(y_i)\). Expanding the products,

\[ I_0I_2-I_1^2=(m_1+m_2)(m_1y_1^2+m_2y_2^2)-(m_1y_1+m_2y_2)^2=m_1m_2(y_1-y_2)^2, \]

because the terms in \(m_1^2\) and \(m_2^2\) cancel and the cross terms are \(m_1m_2(y_1^2+y_2^2-2y_1y_2)\). The electronic heat conduction is now positive: at zero net current, carriers flow one way through one level and back through the other, and they transport the energy difference.

Limits. For \(y_2\to y_1\) the single level of area \(a_1+a_2\) is recovered. For \(y_1=b\), \(y_2=-b\) and \(a_1=a_2\), the moment \(I_2=(a_1+a_2)g(b)\) is as large as for the best single level, but \(I_1=0\) and \(zT=0\). A large \(I_2\) is therefore not sufficient, and the general proof has two separate equality conditions.

### 6. Any distribution of fixed area

Let \(s\,dx\) be a non-negative measure of total mass \(a\), so that ordinary functions and deltas are both admitted. In physical terms \(e^2\int\Sigma\,dE=\sigma_0kT\,a\) is fixed.

**Theorem A.** For \(K>0\), \(zT\le a\,g(b)/K\), with equality if and only if \(s=a\,\delta(x-b)\) or \(s=a\,\delta(x+b)\).

The first step generalizes the two-level identity. Write \(dm=sD\,dx\). Then

\[ \tfrac12\iint(x-x')^2dm\,dm'=\tfrac12\left(I_2I_0-2I_1^2+I_0I_2\right)=I_0I_2-I_1^2 . \]

The left side is non-negative, which is the Cauchy–Schwarz inequality \(I_1^2\le I_0I_2\). It equals \(I_0^2\) times the variance of \(x\) under the normalized measure \(dm/I_0\), and it vanishes if and only if \(m\), and with it \(s\) since \(D>0\), is concentrated at one point. In Eq. (4) the numerator is then at most \(I_2\) and the denominator at least \(K\):

\[ zT\le\frac{I_2}{K},\qquad r^2\le\frac{I_2}{I_2+K}<1 . \tag{8} \]

The second step bounds the moment: \(I_2=\int s\,g\,dx\le g(b)\int s\,dx=a\,g(b)\). Equality requires \(\int s\,[g(b)-g]\,dx=0\), that is, all mass on the two points \(\pm b\).

Chaining the steps gives the bound. Equality in the chain needs equality in both steps, since the bound is positive. The first forces support at one point and the second forces that point to be \(b\) or \(-b\). Conversely, Section 4 shows that these two deltas reach the bound. This proves the theorem. The same chain covers \(\int s\,dx\le a\), because the bound grows with the area.

The theorem has to be read with one qualification. An ordinary function puts no mass on single points, so it satisfies the strict inequality. Among functions the bound is a supremum that is not attained.

### 7. Approach to the bound by narrow boxes

A box of area \(a\), width \(w\) and centre \(c_0\) has height \(a/w\). For a smooth function \(F\), the average over the box is \(F+F''w^2/24+O(w^4)\), since the odd terms vanish and \(\langle(x-c_0)^2\rangle=w^2/12\). All functions below are taken at \(c_0\). Then

\[ \frac{I_0}{a}=D+\frac{w^2}{24}D'',\quad \frac{I_1}{a}=c_0D+\frac{w^2}{24}(c_0D''+2D'),\quad \frac{I_2}{a}=g+\frac{w^2}{24}g'', \]

with \(g''=c_0^2D''+4c_0D'+2D\). Squaring the second and dividing by the first,

\[ \frac{I_1^2}{aI_0}=c_0^2D+\frac{w^2}{24}\left[2c_0(c_0D''+2D')-c_0^2D''\right]=g+\frac{w^2}{24}(g''-2D). \]

Subtraction gives the electronic heat conduction of a narrow box,

\[ I_2-\frac{I_1^2}{I_0}=\frac{aDw^2}{12}\left[1+O(w^2)\right]. \tag{9} \]

Set \(c_0=b\) and \(Z_\delta=ag(b)/K\). There \(g'=0\), so \(g''/g=(\ln g)''=-2/b^2-2D\). The relative change of the numerator of Eq. (4) is \((w^2/24)(g''/g-2/b^2)=-(w^2/12)(2/b^2+D)\), where \(D/g=1/b^2\) was used. The relative change of the denominator is \(aDw^2/12K=(w^2/12)Z_\delta/b^2\). Hence

\[ \frac{Z_\delta-zT}{Z_\delta}=\frac{w^2}{12}\left[\frac{Z_\delta+2}{b^2}+D(b)\right]+O(w^4). \tag{10} \]

The deficit is positive, as Theorem A demands, and it vanishes for \(w\to0\), so the supremum over functions equals the bound. Re-optimizing the centre at finite \(w\) moves it by \(O(w^2)\), and because \(g'(b)=0\) this changes \(zT\) at \(O(w^4)\). The expansion needs both \(w\ll1\) and \(Z_\delta w^2/12b^2\ll1\).

### 8. A bound on the height

A delta in \(\Sigma\) is not the same as a delta in the density of states, because \(\Sigma\) contains \(v^2\tau\). For a one-dimensional channel the density of states per length, counting both directions and one spin, is \(1/\pi\hbar|v|\). With \(M(E)\) such channels per cross-sectional area,

\[ \Sigma=M\,\frac{v^2\tau}{\pi\hbar|v|}=\frac{M\,\ell}{\pi\hbar},\qquad \ell=|v|\tau . \]

In this channel picture a narrower band does not raise \(\Sigma\) unless the number of channels or the mean free path \(\ell\) grows. If both are bounded, the natural constraint is \(0\le s\le h\), with no condition on the area. Since \(D\le e^{-|x|}\), the moments are finite, with \(I_2\le h\int x^2e^{-|x|}dx=4h\). Dividing numerator and denominator of Eq. (4) by \(h\) shows that the problem depends on

\[ \kappa=K/h \]

alone. From here on \(h=1\) unless it is written, which amounts to choosing \(\sigma_0=e^2\Sigma_{\max}\). Two limiting cases can be solved directly.

### 9. Large lattice conductivity: the step

When \(\kappa\gg4\), the electronic term in the denominator of Eq. (4) is small against \(\kappa\), and \(zT\simeq(I_1^2/I_0)/\kappa\). The task is then to maximize the power factor. For any real \(\lambda\),

\[ \frac{I_1^2}{I_0}-\left(2\lambda I_1-\lambda^2I_0\right)=\frac{(I_1-\lambda I_0)^2}{I_0}\ge0, \]

with equality at \(\lambda=I_1/I_0\). Take any admissible \(s\) with \(I_1>0\) and fix \(\lambda=I_1/I_0\). The expression \(2\lambda I_1-\lambda^2I_0=\lambda\int s\,D\,(2x-\lambda)\,dx\) is linear in \(s\), and its integrand is positive for \(x>\lambda/2\) and negative below. Replacing \(s\) by the step \(\Theta\), equal to \(1\) for \(x>\lambda/2\) and \(0\) otherwise, cannot lower it. Therefore

\[ \frac{I_1^2}{I_0}[\Theta]\ \ge\ (2\lambda I_1-\lambda^2I_0)[\Theta]\ \ge\ (2\lambda I_1-\lambda^2I_0)[s]=\frac{I_1^2}{I_0}[s] . \]

Every bounded distribution is matched or beaten in power factor by a step. For a step at \(x_1\), \(I_0=f(x_1)\), and integration by parts gives \(\int_{x_1}^\infty(x-x_1)D\,dx=\int_{x_1}^\infty f\,dx=\ln(1+e^{-x_1})\). The mean energy is

\[ \frac{I_1}{I_0}=x_1+\varepsilon(x_1),\qquad \varepsilon(x)=(1+e^x)\ln(1+e^{-x}). \tag{11} \]

Its derivative is \(\varepsilon'=e^x\ln(1+e^{-x})-1\), which is negative because \(\ln(1+u)<u\). So \(\varepsilon\) falls from \(\varepsilon(0)=2\ln2<2\). With \(dI_n/dx_1=-x_1^nD(x_1)\),

\[ \frac{d}{dx_1}\frac{I_1^2}{I_0}=D\,\frac{I_1}{I_0}\left(\frac{I_1}{I_0}-2x_1\right)=D\,\frac{I_1}{I_0}\left[\varepsilon(x_1)-x_1\right]. \]

The bracket decreases strictly from a positive value, so there is one maximum, at the root \(x_s\) of \(\varepsilon(x_s)=x_s\). Numerically, by a bounded one-dimensional maximization, \(x_s=1.1446\), and the power factor there is \(P_s=4x_s^2f(x_s)=1.2654\).

### 10. Small lattice conductivity: the narrow box

For \(\kappa\to0\) the electronic heat conduction must be kept small, which suggests a narrow box of full height, width \(w\) and centre \(c_0\). Its area is \(a=w\), and to leading order in \(w\) Eqs. (4) and (9) give

\[ zT\simeq\frac{c_0^2D\,w}{\kappa+Dw^3/12}. \]

The \(w\) derivative vanishes when \(\kappa+Dw^3/12=w\cdot Dw^2/4\), that is \(\kappa=Dw^3/6\). The electronic term is then \(\kappa/2\), the denominator is \(3\kappa/2=Dw^3/4\), and

\[ w=\left(\frac{6\kappa}{D}\right)^{1/3},\qquad \kappa_e=\frac{\kappa_l}{2},\qquad zT\simeq\frac{4c_0^2}{w^2}=4\left(\frac{c_0^3D}{6\kappa}\right)^{2/3}. \tag{12} \]

The best centre \(c\) maximizes \(x^3D\). By Eq. (1), \(3/x-\tanh(x/2)=0\), so \(c\tanh(c/2)=3\), with a single positive root for the reason given at Eq. (7). A root search gives \(c=3.2436\) and \(D(c)=0.03615\), and then \(zT\simeq1.3934\,\kappa^{-2/3}\).

This box does not tend to the delta of Theorem A. Its area vanishes as \(\kappa^{1/3}\), its centre is \(c\) and not \(b\), and \(zT\) grows as \(\kappa^{-2/3}\), while at fixed area it grows as \(K^{-1}\). The shift of the centre follows from the exponents. At fixed area \(zT\propto x^2D\), whereas here the optimal width varies as \(D^{-1/3}\) and \(zT\propto x^2D^{2/3}\), which weakens the penalty for the decay of \(D\). The result so far holds within the family of narrow boxes.

## Part II. Bounded height in general, both constraints, and an example

### 11. Symbols and results carried over

The reduced energy is \(x=(E-\mu)/kT\), the window is \(D=1/4\cosh^2(x/2)\le e^{-|x|}\) with \((\ln D)'=-\tanh(x/2)\) and \((\ln D)''=-2D\), and \(I_n=\int s\,x^nD\,dx\). The bound is \(0\le s\le1\), and \(\kappa>0\) is the lattice conductivity in units of \((k/e)^2T\,e^2\Sigma_{\max}\). By Eqs. (4), (6) and (8), \(r=|I_1|/\sqrt{I_0(I_2+\kappa)}\), \(zT=r^2/(1-r^2)\), \(r^2\le I_2/(I_2+\kappa)\), \(p=\sqrt{1-r^2}\), and \(\eta_{\max}/\eta_C=(1-p)/(1+p)\) at the load \(\nu=(I_1/I_0)/(1+p)\). At fixed area \(a\), Theorem A gives \(zT\le Z_\delta=ab^2D(b)/K\), and Eq. (10) the deficit of a box of width \(w\). The best power factor \(P_s\) belongs to the step at \(x_s\), where \(\varepsilon(x_s)=x_s\), and the narrow box of Eq. (12) has \(w^3=6\kappa/D(c)\) and \(c\tanh(c/2)=3\).

At fixed area, \(zT\) is bounded by the value of a single level at \(\pm b\); at bounded height, a step gives the best power factor, which decides \(zT\) for large \(\kappa\), while for small \(\kappa\) the optimum has been found only within the family of narrow boxes. What remains is the optimum at bounded height for every \(\kappa>0\), the case with both height and area bounded, and a numerical example.

Numerical values quoted here were computed with a short program.
